\section*{Standard error of a microbalance plateau mean with autoregressive noise}

\section{Problem}

A quartz microbalance watches the film mass during a long purge in the atomic layer deposition of alumina. No film grows during the purge, and the readings $x_1,\dots,x_N$ scatter about a constant mass per area $\mu$:
\begin{equation}
x_t=\mu+u_t,\qquad u_t=\rho\,u_{t-1}+e_t,\qquad |\rho|<1 .
\label{model}
\end{equation}
The innovations $e_t$ have zero mean and constant variance $\sigma_e^2$. They are uncorrelated with each other and with all earlier $u$. The noise is stationary: its variance $\sigma^2$ is the same at every reading. This is first-order autoregressive noise.

The record has $N=600$ readings at intervals $\Delta t=0.1$ s, so that $T=N\Delta t=60$ s. The noise has $\sigma=1$ ng/cm$^2$ and $\rho=0.9$. An operator reports the mean $\bar x$ with the standard error $\sigma/\sqrt N$ that holds for independent readings, here called the naive error.

\begin{enumerate}
\item[(a)] By what factor does the naive error miss the true standard error of $\bar x$ when the record is long, and what does ``long'' mean?
\item[(b)] What is the factor for this record, if $\sigma$ is replaced by the sample standard deviation $s$? How often does the operator's nominal 95\% interval contain $\mu$?
\item[(c)] Would reading ten times faster during the same 60 s help?
\item[(d)] What is the error of the mass gained in one cycle, obtained from two such plateaus?
\item[(e)] Does a measured lag-one correlation of 0.9 suffice to fix the factor?
\end{enumerate}

\section{First estimate by scaling}

A deviation shrinks on average by the fraction $1-\rho=0.1$ from one reading to the next, so it is remembered for about $1/(1-\rho)=10$ readings. If each group of ten readings counts as one independent reading, the record holds $N/10=60$ of them. The standard error then grows by
\begin{equation}
\sqrt{\frac{1}{1-\rho}}=\sqrt{10}\approx 3.2 .
\label{scaling}
\end{equation}
The naive error is $1/\sqrt{600}=0.0408$ ng/cm$^2$, and the estimate raises it to about $0.13$ ng/cm$^2$. The argument gives the dependence on $1-\rho$ near $\rho=1$, but the size of a group is a guess, and a numerical factor of order one remains open.

\section{Exact solution}

\subsection{Correlation between readings}

Square the recursion in (\ref{model}) and average. The cross term vanishes because $e_t$ is uncorrelated with $u_{t-1}$, and stationarity gives both $u$'s the same variance:
\begin{equation}
\sigma^2=\rho^2\sigma^2+\sigma_e^2
\quad\Longrightarrow\quad
\sigma_e^2=(1-\rho^2)\sigma^2 .
\end{equation}
Let $C_k=\langle u_tu_{t-k}\rangle$. Multiplying the recursion by $u_{t-k}$ with $k\ge1$ and averaging removes the innovation again, so
\begin{equation}
C_k=\rho\,C_{k-1},\qquad C_0=\sigma^2
\quad\Longrightarrow\quad C_k=\sigma^2\rho^{k}.
\end{equation}
Thus $\rho$ is the lag-one correlation, and by symmetry the covariance of readings $i$ and $j$ is $\sigma^2\rho^{|i-j|}$.

\subsection{Variance of the mean}

The mean deviates from $\mu$ by $N^{-1}\sum_t u_t$. Its variance is a double sum with $N$ diagonal terms and, for each lag $k\ge1$, $2(N-k)$ ordered pairs:
\begin{equation}
V_N\equiv\mathrm{Var}(\bar x)=\frac{\sigma^2}{N^2}\Big[N+2\sum_{k=1}^{N-1}(N-k)\rho^k\Big]
\equiv\frac{\sigma^2}{N}\,g_N .
\label{pairs}
\end{equation}
The number $g_N$ is the variance inflation; independent readings have $g_N=1$. To do the sum, note that $\rho^k$ appears $N-k$ times in the nested sum below, once for each $m$ from $k$ to $N-1$:
\begin{align}
\sum_{k=1}^{N-1}(N-k)\rho^k
&=\sum_{m=1}^{N-1}\sum_{k=1}^{m}\rho^k
=\sum_{m=1}^{N-1}\frac{\rho(1-\rho^m)}{1-\rho}\nonumber\\
&=\frac{\rho}{1-\rho}\Big[N-1-\frac{\rho-\rho^N}{1-\rho}\Big]\nonumber\\
&=\frac{\rho}{1-\rho}\Big[N-\frac{1-\rho^N}{1-\rho}\Big].
\end{align}
The last line combines $1+(\rho-\rho^N)/(1-\rho)=(1-\rho^N)/(1-\rho)$. Inserting this in (\ref{pairs}) and using $1+2\rho/(1-\rho)=(1+\rho)/(1-\rho)$ gives
\begin{equation}
g_N=\frac{1+\rho}{1-\rho}-\frac{2\rho(1-\rho^N)}{N(1-\rho)^2}.
\label{g}
\end{equation}
One reading gives $g_1=1$, as it must. For $\rho\to1$ at fixed $N$, the sum in (\ref{pairs}) gives $g_N\to N$: all readings share one deviation and averaging gains nothing. For negative $\rho$ the long-record value is below one, and the naive error is too large.

\subsection{(a) The long record}

As $N\to\infty$ the second term of (\ref{g}) vanishes and
\begin{equation}
\frac{\sqrt{V_N}}{\sigma/\sqrt N}\;\longrightarrow\;\sqrt{\frac{1+\rho}{1-\rho}}
=\sqrt{\frac{1.9}{0.1}}=\sqrt{19}=4.36 .
\label{limit}
\end{equation}
The naive error is too small by a factor of about 4.4. For large $N$ the dropped term, relative to the retained one, is $2\rho/[N(1-\rho^2)]$. With positive $\rho$ near one, ``long'' therefore means $N(1-\rho)\gg1$: the record must span many memory times, and a large number of readings alone is not enough. Here $N(1-\rho)=60$.

\subsection{(b) This record, with the sample deviation}

Since $\rho^{600}$ is negligible, (\ref{g}) gives $g_N=19-1.8/(600\times0.01)=18.7$. The true standard error is
\begin{equation}
\sqrt{V_N}=\sqrt{18.7/600}\ \mathrm{ng/cm^2}=0.1765\ \mathrm{ng/cm^2},
\end{equation}
as if there were $600/18.7\approx32$ independent readings. With $\sigma$ known, the factor is $\sqrt{18.7}=4.32$.

The sample variance $s^2=\sum_t(x_t-\bar x)^2/(N-1)$ is itself affected by the correlation. Expanding about $\mu$,
\begin{equation}
\sum_t(x_t-\bar x)^2=\sum_t(x_t-\mu)^2-N(\bar x-\mu)^2 ,
\end{equation}
and averaging, with $NV_N=\sigma^2g_N$, one finds
\begin{equation}
\langle s^2\rangle=\frac{N\sigma^2-NV_N}{N-1}=\sigma^2\,\frac{N-g_N}{N-1}.
\label{s2}
\end{equation}
The root-mean-square value of $s$ is $\sqrt{581.3/599}=0.985$ ng/cm$^2$. Slow excursions of the whole record move $\bar x$ and are missing from the scatter about it. The true error divided by the root-mean-square naive error is
\begin{equation}
R=\sqrt{\frac{g_N(N-1)}{N-g_N}}=4.39 .
\label{R}
\end{equation}
The two finite-record corrections have opposite signs: $g_N$ lies below 19, while the small $s$ raises the factor.

For Gaussian innovations $\bar x$ is Gaussian. The operator's interval $\bar x\pm1.96\,s/\sqrt N$ then reaches only about $1.96/R=0.446$ true standard errors to each side. Neglecting the scatter of $s$ from record to record, the probability that it contains $\mu$ is
\begin{equation}
P\approx\mathrm{erf}\!\left(\frac{1.96}{\sqrt2\,R}\right)=34.5\% .
\end{equation}
In 10\,000 simulated Gaussian records the mean scattered with standard deviation 0.1764 ng/cm$^2$, and the interval contained $\mu$ in 34.2\% of them. This supports both the variance formula and the neglect of the scatter of $s$.

\subsection{(c) Faster reading at fixed duration}

Suppose the noise is a continuous process with correlation $e^{-|t|/\tau}$. Matching $\rho=e^{-\Delta t/\tau}$ gives $\tau=-\Delta t/\ln\rho=0.949$ s. Hold $\sigma$, $\tau$ and $T$ fixed and let the interval shrink. The double sum becomes a double integral, and a time difference $t$ occurs with weight $2(T-t)$:
\begin{align}
V&=\frac{2\sigma^2}{T^2}\int_0^T(T-t)\,e^{-t/\tau}\,dt
=\frac{2\sigma^2}{T^2}\Big[T\tau-\tau\int_0^Te^{-t/\tau}dt\Big]\nonumber\\
&=\frac{2\sigma^2\tau}{T}\Big[1-\frac{\tau}{T}\big(1-e^{-T/\tau}\big)\Big].
\end{align}
The second form follows by integrating by parts. With $\tau/T=0.0158$ this gives $\sqrt V=0.1765$ ng/cm$^2$. At an interval of 0.01 s, with $N=6000$ and $\rho=0.9^{0.1}=0.9895$, a direct sum over lags also gives 0.1765 ng/cm$^2$. The naive error meanwhile falls to 0.0129 ng/cm$^2$. Faster reading does not improve the mean to the digits shown; it raises the understatement to about 13.7-fold. This holds for noise with no white part and with $\sigma$ independent of the reading interval; in a real frequency readout the noise per reading depends on the gate time, and a white part of fixed size per reading would average down with more readings. For this noise a longer plateau does help, with the error falling as $T^{-1/2}$ once $T\gg\tau$.

\subsection{(d) Mass gained in one cycle}

The gain is the difference of two plateau means. Let the last reading of the first plateau and the first reading of the second be ten intervals, or 1 s, apart, and let the same noise run on through the gap. A gap this short spans a single dose, or a cycle with a very brief middle purge; a full cycle has two doses with a purge between them. A longer gap only weakens the small correlation found below and leaves the statistical error at 0.25 ng/cm$^2$. Counting readings outward from the gap with $i,j=0,\dots,N-1$, the covariance of the means is
\begin{equation}
\frac{\sigma^2}{N^2}\sum_{i,j}\rho^{10+i+j}
\approx\frac{\sigma^2\rho^{10}}{N^2(1-\rho)^2},
\end{equation}
where $\rho^N$ has been dropped. Divided by $V_N$ this is a correlation $c=0.0031$, so the plateaus are nearly independent. The error of the gain is
\begin{equation}
\sqrt{2V_N(1-c)}=0.249\ \mathrm{ng/cm^2},
\end{equation}
against a naive 0.058 ng/cm$^2$. For a gain of 35 ng/cm$^2$ per cycle, a rough value for alumina, the relative error is 0.71\%. With a rough film density of 3 g/cm$^3$, 1 ng/cm$^2$ corresponds to $0.01/3$ nm, and the growth is about 0.12 nm per cycle, with an error of 0.0008 nm. This error is statistical and excludes the uncertainty of the density.

\subsection{(e) Lag-one correlation is not enough}

Let a fraction $q$ of the total variance be white readout noise, added to a slow autoregressive part whose own lag-one correlation is $\phi$. White noise contributes at lag zero alone, so the total correlations are $r_k=(1-q)\phi^k$ for $k\ge1$. A measured $r_1$ then requires $\phi=r_1/(1-q)$, which is below one if $q<1-r_1$. For a long record,
\begin{equation}
g_\infty=1+2\sum_{k=1}^{\infty}r_k
=1+\frac{2(1-q)\phi}{1-\phi}=1+\frac{2r_1}{1-\phi}.
\label{white}
\end{equation}
With $r_1=0.9$ held fixed and $q=0.05$, $\phi=0.947$ and the factor is $\sqrt{g_\infty}=5.93$ instead of 4.36. The white part lowers the measured lag-one correlation and so hides a longer memory. The second lag can reveal it: $r_2=r_1\phi=0.853$, whereas purely autoregressive noise would have $0.9^2=0.81$. In one record of 600 readings the estimate of $r_2$ alone scatters by about 0.035, so the useful test is $r_2-r_1^2$ with both taken from the same record: it scatters by only about 0.01, against a difference of 0.043. The answer to (e) is no. The factor 4.4 belongs to first-order autoregressive noise, not to every noise with $r_1=0.9$.

\section{Comparison of estimate and solution}

The scaling estimate (\ref{scaling}) gave 3.2, which is 27\% below the long-record value 4.36. The missing piece shows when the exact inflation is written as
\begin{equation}
\frac{1+\rho}{1-\rho}=\frac{2}{1-\rho}-1 .
\end{equation}
A reading is correlated with those before it and those after it. Each side, counted together with the reading itself, contributes $1/(1-\rho)=10$; the reading has then been counted twice, and one is subtracted. The estimate counted one side. Near $\rho=1$ it has the right power of $1-\rho$ but is too small by a factor that tends to $\sqrt2$.

\section{Use on a real record}

In practice $\rho$ must be estimated, often from the same record. The long-record factor $F=\sqrt{(1+\rho)/(1-\rho)}$ is sensitive to it:
\begin{equation}
\frac{d\ln F}{d\rho}=\frac12\Big(\frac1{1+\rho}+\frac1{1-\rho}\Big)=\frac1{1-\rho^2}=5.3 .
\end{equation}
In the simulated records the estimated $\rho$ had mean 0.892 and standard deviation 0.019, which corresponds to about 10\% in $F$. The resulting factors had median 4.22, with 16th and 84th percentiles 3.86 and 4.63. A single record of this length thus gives the factor to about one tenth, with a slight tendency to come out low.

A check that does not assume a form for the correlation cuts the record into $n_b$ blocks of $B$ readings and uses the scatter of the block means. By the same expansion that led to (\ref{s2}), the expected squared error assigned to $\bar x$ is
\begin{equation}
\frac{1}{n_b}\,\frac{n_bV_B-n_bV_N}{n_b-1}=\frac{V_B-V_N}{n_b-1},
\end{equation}
where $V_B$ is the variance of a mean of $B$ readings. Six blocks of 100 readings give a root-mean-square error of 0.168 ng/cm$^2$, 5\% below the true value, because neighbouring blocks are still slightly correlated. With so few blocks, the result from any one record scatters much more than that.

The parameters can be set beside a real 6 MHz crystal. Its thickness is half a shear wavelength, so a quartz plate of density $\rho_q$ and shear modulus $\mu_q$ has mass per area $\sqrt{\rho_q\mu_q}/(2f_0)$. A thin film that acts as added quartz lowers the frequency in proportion to its mass, which gives $\sqrt{\rho_q\mu_q}/(2f_0^2)=12.3$ ng/cm$^2$ per Hz. The assumed noise is thus 0.08 Hz. Rounding to a frequency step of 0.01 Hz acts as white noise with 0.13\% of the variance. With the measured $r_1=0.9$ held fixed, as in (\ref{white}), allowing for it raises the inferred long-record factor only from 4.36 to 4.38. For a purge of only a few seconds, with the same reading interval and $\rho$, $N(1-\rho)$ is only a few, and (\ref{g}) and (\ref{R}) are needed in place of the limit. They then call for a value of $\rho$ known from longer records: an estimate from so short a record tends to be much too low, and so does the factor computed from it.

Stationarity must also be checked, because the crystal frequency depends on temperature. The coefficient depends on the cut and on the operating temperature; for an AT-cut crystal at 150 to 200 $^\circ$C it can be several times the rough 10 Hz/K used here, and the drift grows in proportion. With 10 Hz/K, a steady change of 10 mK during the record shifts its mean from the starting level by 0.61 ng/cm$^2$, or 3.5 true standard errors; 2.9 mK suffices for a shift of one. If the same drift continues into the next plateau, it changes the apparent gain by about 1.2 ng/cm$^2$, five times the statistical error found in (d). Under such conditions drift has to be measured or fitted, and fitting has a price. If one common slope is fitted to both plateaus of (d) by least squares, together with the step between them, the error of the gain roughly doubles, to about 0.5 ng/cm$^2$, because an error in the slope is carried across the distance between the plateau centres. Both figures hold for the 1 s gap and grow with that distance: with another 60 s purge between the two plateaus, left out of the fit, the drift changes the apparent gain by about 2.5 ng/cm$^2$ and the fitted gain has an error of about 0.9 ng/cm$^2$. The correlation of the noise must therefore be included in the error of the whole fit. A drift left in the record would also raise the measured lag-one correlation toward one, and the factor computed from it would no longer describe the noise. The main values used here are collected in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
lag-one correlation rho = 0.90
noise standard deviation = 1.00 ng/cm2
reading interval = 0.10 s, readings N = 600
record duration = 60.0 s
correlation time = 0.949 s
long-record variance inflation = 19.000
long-record error factor = 4.359
explicit sum, N = 200000: inflation = 18.9991
inflation at N = 600: 18.700
error factor at N = 600, sigma known: 4.324
rms sample deviation s = 0.9851 ng/cm2
error factor at N = 600, using s: 4.390
naive standard error = 0.0408 ng/cm2
true standard error = 0.1765 ng/cm2
effective number of readings = 32.1
coverage of nominal 95% interval = 34.5 %
simulated records = 10000
simulated standard error = 0.1764 ng/cm2
simulated error factor, using s = 4.381
simulated coverage = 34.2 %
block length = 100 readings, blocks = 6
rms block-based error, formula = 0.1678 ng/cm2
rms block-based error, simulated = 0.1685 ng/cm2
fast sampling: interval = 0.010 s, N = 6000
fast sampling: lag-one correlation = 0.98952
fast sampling: naive error = 0.0129 ng/cm2
fast sampling: true error = 0.1765 ng/cm2
continuous-record error = 0.1765 ng/cm2
spread of estimated rho, formula = 0.0178
spread of estimated rho, simulated = 0.0191
mean estimated rho, simulated = 0.8923
plug-in error factor, median = 4.22
plug-in factor, 16 to 84 percentile = 3.86 to 4.63
white-noise share of variance = 5.0 %
slow-part correlation with white noise = 0.9474
long-record factor with white noise = 5.933
crystal frequency = 6.0 MHz
quartz density = 2.65 g/cm3
quartz shear modulus = 2.950e+11 g/(cm s2)
mass per frequency shift = 12.28 ng/cm2 per Hz
noise as frequency = 0.0814 Hz
frequency step = 0.010 Hz
quantization share of variance = 0.126 %
long-record factor with quantization = 4.382
temperature coefficient = 10.0 Hz/K (rough)
temperature rise over record = 10.0 mK
drift shift of mean from start = 0.614 ng/cm2
drift shift / true error = 3.48
rise that shifts mean by one error = 2.88 mK
gap between plateaus = 1.0 s
correlation of plateau means = 0.00311
mass gain per cycle = 35.0 ng/cm2 (rough)
gain error: naive 0.0577, true 0.2493 ng/cm2
relative gain error = 0.71 %
film density = 3.0 g/cm3 (rough)
thickness per cycle = 0.1167 nm
thickness error, true = 0.00083 nm
\end{verbatim}
